Optimum Electron Probe Size from Diffraction and Spherical Aberration

An electron of kinetic energy 20 keV has a wavelength of 0.0086 nm. A round magnetic lens with a spherical-aberration coefficient of 2 mm, used at its best aperture, focuses such electrons into a probe about 0.82 nm wide by the blur estimate derived below. That is 95 wavelengths. Light optics reaches spots of about one wavelength, so the factor 95 needs an explanation, and so does its dependence on the lens and on the beam energy.

**Assumptions and wavelength**

The beam is monochromatic and comes from a coherent point source. It fills uniformly a round aperture whose edge is seen from the focus at the semi-angle α. Angles are small, so that sin θ is replaced by θ. The lens has third-order spherical aberration, with coefficient Cs > 0, and no other aberration. Every blur d is a diameter.

The total energy E + mc² of an electron with kinetic energy E satisfies (E + mc²)² = (pc)² + (mc²)². Subtracting (mc²)² from both sides gives (pc)² = E² + 2E mc², and with λ = h/p

λ = hc / √(E² + 2E mc²). (1)

At 20 keV this is 0.00859 nm. Dropping E² gives the non-relativistic value 0.00867 nm, which is 1% larger.

**The two blurs**

Without aberration, the wave near the focus is a sum of plane waves whose directions fill the cone. Let k = 2π/λ. A wave inclined by θ, at azimuth φ to the observation point, has phase kθr cos φ at distance r from the axis. The integral over φ gives 2πJ₀(kθr), so

ψ(r) ∝ ∫₀^α J₀(kθr) θ dθ = α² J₁(x)/x, x = 2παr/λ. (2)

The last step uses d[xJ₁(x)]/dx = xJ₀(x). The first dark ring lies at the first positive zero x₁ of J₁, hence at r = (x₁/2π)λ/α = 0.610 λ/α. The convention adopted here takes this length as the diffraction blur:

d_d = aλ/α, a = 0.610. (3)

It is the radius of the dark ring, used as an effective diameter of the bright core. It is somewhat generous: the full width at half maximum of |ψ|², found numerically, is 0.514 λ/α. The diameter holding half the current follows from the identity d[−J₀² − J₁²]/dx = 2J₁²/x, which makes the fraction of current inside x equal to 1 − J₀²(x) − J₁²(x). Setting this to 1/2 and solving numerically gives 0.535 λ/α.

Spherical aberration makes the outer rays cross the axis too early. A ray at angle θ crosses it a distance Csθ² before the paraxial focus. In a plane moved towards the lens by Δ, it therefore misses the axis by

y(θ) = (Csθ² − Δ)θ = Csθ³ − Δθ. (4)

The best plane minimises the largest |y| over 0 ≤ θ ≤ α. Write Δ = qCsα². For 0 < q ≤ 1 there are two candidates for the largest miss. At the edge of the aperture, |y| = (1 − q)Csα³. Inside it, dy/dθ = 0 at θ² = qα²/3, where |y| = [2q^(3/2)/(3√3)]Csα³. The first falls with q and the second rises, so the larger of them is least where they are equal:

1 − q = 2q^(3/2)/(3√3), with solution q = 3/4. (5)

Indeed (3/4)^(3/2) = 3√3/8, so both sides equal 1/4. Values outside this range are worse: for q ≤ 0 the edge miss is at least Csα³, and for q > 1 the largest miss exceeds 2Csα³/(3√3), which is more than Csα³/4. The smallest disc containing all rays thus has radius Csα³/4 and diameter

d_s = bCsα³, b = 1/2. (6)

**The minimum**

The two blurs are now combined in quadrature:

d² = d_d² + d_s² = (aλ/α)² + (bCsα³)². (7)

This is a convention. Variances add for independent random displacements, but diffraction and aberration act on the same wave. Moreover, the diffraction pattern has no finite variance: its second moment is proportional to ∫ xJ₁²(x) dx, and since J₁² averages 1/(πx) at large x, the integral grows in proportion to its upper limit.

Differentiating (7) with respect to α gives

d(d²)/dα = −2a²λ²/α³ + 6b²Cs²α⁵ = (2/α)(3d_s² − d_d²). (8)

As α grows, d_s rises and d_d falls. The bracket changes sign once, from negative to positive, so its zero is the global minimum. There

d_d² = 3d_s², or α⁸ = a²λ²/(3b²Cs²). (9)

Taking the eighth root,

α_opt = [a/(√3 b)]^(1/4) (λ/Cs)^(1/4). (10)

By (9), d_s² = d_d²/3, so d_min² = (4/3)d_d² and d_min = (2/√3)aλ/α_opt. Inserting (10),

d_min = (2/√3) aλ (√3 b/a)^(1/4) (Cs/λ)^(1/4).

The powers of 3 combine to −1/2 + 1/8 = −3/8, those of a to 1 − 1/4 = 3/4, and those of λ to 3/4. Therefore

d_min = 2·3^(−3/8) a^(3/4) b^(1/4) Cs^(1/4) λ^(3/4) = 0.769 Cs^(1/4) λ^(3/4). (11)

Dimensional analysis alone requires only that the two exponents add up to 1. The values 1/4 and 3/4 come from the competition between α⁻¹ and α³.

For λ = 0.00859 nm and Cs = 2 mm, (λ/Cs)^(1/4) = 8.10 mrad and Cs^(1/4)λ^(3/4) = 1.061 nm. Then

α_opt = 0.916 × 8.10 mrad = 7.42 mrad,
d_min = 0.769 × 1.061 nm = 0.82 nm.

The separate blurs are d_d = 0.706 nm and d_s = 0.408 nm, in the ratio √3. The opening question is answered by d_min/λ = (2/√3)a/α_opt: the probe is many wavelengths wide because aberration restricts the cone to a few milliradians.

The weak power of Cs has a price. At fixed wavelength, halving the probe requires a Cs 16 times smaller, with the aperture reopened to twice its angle. At fixed Cs, it requires a wavelength shorter by 2^(4/3) ≈ 2.5. In the non-relativistic range λ ∝ E^(−1/2), so d_min ∝ E^(−3/8) at fixed Cs.

**A wrong aperture and other conventions**

Let α = sα_opt. At the optimum, d_d² and d_s² are 3/4 and 1/4 of d_min², and they scale as s⁻² and s⁶. Hence

(d/d_min)² = 3/(4s²) + s⁶/4. (12)

For small s the probe is limited by diffraction, and for large s by aberration. An aperture of 0.80 α_opt enlarges the probe by 11%, and one of 1.25 α_opt by 20%. The asymmetry is general within this model. With v = s² − s⁻² and s⁶ − s⁻⁶ = v³ + 3v, the right side of (12) at s minus its value at 1/s is −3v/4 + (v³ + 3v)/4 = v³/4, which is positive for s > 1. Opening the aperture by a given factor costs more than closing it by that factor.

Other addition rules change the number but not the exponents. For d^p = d_d^p + d_s^p with p > 0, the derivative is proportional to 3d_s^p − d_d^p, so d_d^p = 3d_s^p at the minimum. Thus α_opt = [a/(3^(1/p) b)]^(1/4)(λ/Cs)^(1/4), and d_min = (4/3)^(1/p) aλ/α_opt becomes

d_min = (4/3)^(1/p) 3^(1/(4p)) a^(3/4) b^(1/4) Cs^(1/4) λ^(3/4). (13)

In the example, direct addition (p = 1) gives 1.08 nm, quadrature 0.82 nm, and p = 4 gives 0.71 nm.

**Why the exponents survive in wave optics**

The wave treatment needs no addition rule. Aberration and defocus advance the partial wave at angle θ by a path W(θ), relative to the wave along the axis. With the time factor exp(−iωt) an advance lowers the phase, which becomes k(θr cos φ − W). Rays correspond to stationary phase, which requires sin φ = 0 and r cos φ = dW/dθ. This is the signed miss y(θ) of (4), so integration gives W = Csθ⁴/4 − Δθ²/2, and (2) is replaced by

ψ(r) ∝ ∫₀^α J₀(2πrθ/λ) exp[−(2πi/λ)(Csθ⁴/4 − Δθ²/2)] θ dθ. (14)

Introduce dimensionless variables t, ρ and D through

θ = (λ/Cs)^(1/4) t, r = Cs^(1/4)λ^(3/4) ρ, Δ = (Csλ)^(1/2) D. (15)

Then rθ/λ = ρt, Csθ⁴/λ = t⁴ and Δθ²/λ = Dt². The factor θ dθ gives (λ/Cs)^(1/2) t dt, whose constant does not affect the shape of the probe. With T = α(Cs/λ)^(1/4),

ψ ∝ ∫₀^T J₀(2πρt) exp[−2πi(t⁴/4 − Dt²/2)] t dt. (16)

Neither λ nor Cs remains. Any diameter defined by the shape of |ψ|² therefore has the form Cs^(1/4)λ^(3/4)F(T, D). If F has a minimum K over T and D, then

d_min = K Cs^(1/4) λ^(3/4). (17)

The exponents are exact within this wave model, while K depends on the definition of size. Both aperture and defocus must be reset when λ or Cs changes. If either is held fixed, (17) does not follow.

As a definite choice, take the diameter that holds half the current. The integral (14) was evaluated by Gauss–Legendre quadrature, the current was summed outwards from the axis, and the diameter was minimised by a grid search with simplex refinement. The result is K = 0.447. In the example the smallest half-current diameter is 0.47 nm, at α = 10.9 mrad and Δ between 114 and 115 nm.

This aperture is well above the 7.4 mrad of the quadrature rule. Part of the difference lies in the measure of size, since (6) counts all the rays and not half the current. In addition, W shows how little the aberration disturbs the wave at the smaller aperture. With the choice Δ = Csα²/2, W vanishes on the axis and at the edge of the aperture, and between them it reaches −Csα⁴/16 at θ² = α²/2. At 7.42 mrad this path error is 0.04 λ, too small to disturb the interference much. The half-current diameter there, at the best defocus, is 0.623 nm, against 0.535 λ/α = 0.619 nm for a perfect lens. The disc of rays in (6) thus overstates the harm done by aberration at this aperture, as judged by half the current. At 10.9 mrad the path error is 0.2 λ, and the diameter exceeds that of a perfect lens by about 12%. The half-current diameter does not say how far the other half of the current spreads, so it is no complete measure of image contrast.

**A real microscope, and where the law fails**

The example resembles a scanning electron microscope with a Schottky field-emission source. Rough typical values, none meant to describe a particular instrument, are Cs and the chromatic coefficient Cc both 2 mm, an energy spread ΔE = 0.7 eV, a reduced brightness B_r = 5×10⁷ A/(m² sr V) and a probe current I = 10 pA. With these values, the larger of the two neglected discs estimated below is the chromatic one, which arises because the beam is not monochromatic. An energy offset δE shifts the focus by CcδE/E, in the non-relativistic form; for a magnetic lens the relativistic factor dropped here is about 1.02 at 20 keV. Offsets of ±ΔE/2 open a disc of radius CcαΔE/(2E), so its diameter is

d_c = CcαΔE/E. (18)

At 7.42 mrad and 20 keV this is 0.52 nm. The source also has a finite image. Brightness is current per area and solid angle, B_rV = I/[(πd_I²/4)(πα²)], where V is the accelerating voltage, so

d_I = [2/(πα)] √(I/(B_rV)), (19)

or 0.27 nm here. Adding d_c and d_I to (7) in quadrature and minimising numerically over α gives 1.00 nm at 7.1 mrad, 23% above the estimate without them. Both d_c and d_I are diameters of whole discs, so this sum is a rough estimate and not a half-current diameter. Since d_I ∝ √I at fixed aperture, the source image alone would reach 0.82 nm at about 90 pA. Vibration, stray fields and electron–electron repulsion are not included. Nor is the spread of the signal within the specimen, so the probe size is not the image resolution.

The energy dependence is more serious. With Cs, Cc and ΔE held fixed, and α set by (10) at each energy, d_c exceeds d_min below about 11 keV. At 5 keV, d_min would be 1.4 nm but d_c is 2.5 nm, so (11) no longer describes the probe. When chromatic blur far exceeds spherical blur, the quantity to minimise is (aλ/α)² + (CcαΔE/E)². The product of the two blurs does not depend on α, so the sum of their squares is least when they are equal:

d_min = √(2aλCcΔE/E). (20)

Here Cs has disappeared. At fixed Cc and ΔE, the non-relativistic probe size varies as E^(−3/4), twice the exponent of the aberration-limited case. In this regime a smaller energy spread or a smaller Cc is worth more than a smaller Cs. The energy of 11 keV is not the boundary of that advantage. In the quadrature sum of discs it already holds at 20 keV, where halving Cc reduces 1.00 nm to 0.90 nm and halving Cs reduces it to 0.93 nm, and small relative changes of the two coefficients count equally only near 29 keV. Where the boundary lies depends on the measure of size.

The law also fails when a corrector brings Cs close to zero, because another blur then sets the limit. In the example this would be the chromatic one: with Cc and ΔE unchanged, (20) gives 0.86 nm at 20 keV. This is again a sum of whole discs. If the intensity from (14) is averaged over a Gaussian energy spread of full width 0.7 eV, with the source image neglected, the smallest half-current diameter at 20 keV is 0.42 nm for Cs = 0 and 0.52 nm for Cs = 2 mm, against 0.47 nm for the monochromatic beam. Only if the chromatic blur is made small as well can the next geometrical aberration take over. The source image does not prevent this, since at fixed current it falls as 1/α, just as diffraction does. Neglect the source image, and let the blur of the next aberration be cC_nα^n, with c a number. The derivative of d² is then proportional to n(cC_nα^n)² − (aλ/α)², so at the minimum α ∝ (λ/C_n)^(1/(n+1)) and

d_min ∝ C_n^(1/(n+1)) λ^(n/(n+1)). (21)

For n = 3 this is the law derived above, and for n = 5 the exponents are 1/6 and 5/6. In the uncorrected example the fifth-order term is negligible. Its rays miss the axis by at most C₅α⁵, so its blur cannot exceed 2C₅α⁵, which is 0.00045 nm for an assumed C₅ of 10 mm.

All numerical values are calculated from the stated model.
